\section*{Attractive and Repulsive Impurities: Phase Shifts, Friedel Screening and Mobility}

\section{The result}

A carrier of charge $\pm e$ and mass $m$ meets a fixed, singly charged impurity in a semiconductor of permittivity $\varepsilon$. The potential energy is modelled as
\begin{equation}
V(r)=\mp\frac{e^2}{4\pi\varepsilon r}\,e^{-r/\lambda},
\end{equation}
with the upper sign for attraction. The first Born approximation gives both signs the same cross-section. The phase shifts do not: at equal screening length $\lambda$, and for coupling too weak to bind a carrier, attraction scatters more. This is proved below to leading order in the difference and checked numerically for the example.

A majority electron in n-type material is attracted by donors; a minority electron in p-type material is repelled by acceptors. For rough silicon-like parameters at $10^{20}\,\mathrm{cm^{-3}}$ and 300 K, the impurity-limited mobilities are about 290 and 670 cm$^2$/Vs. This separation belongs to impurity scattering alone. Minority electrons also scatter from majority holes, and that can remove the gain.

\section{A tiny example: zero energy, by hand}

Let $u(r)$ be $r$ times the radial wavefunction. Multiply the radial Schr\"odinger equation by $2m/\hbar^2$ and measure length as $x=r/\lambda$. For $l=0$,
\begin{equation}
u''+\Big(\kappa^2+g\frac{e^{-x}}{x}\Big)u=0,\qquad \kappa=k\lambda,\qquad g=\pm\frac{2\lambda}{a_B},
\end{equation}
where $a_B=4\pi\varepsilon\hbar^2/(me^2)$ and $g>0$ means attraction.

At $\kappa=0$ the solution outside the potential is a straight line, $u\propto x+\alpha$. Define $\alpha(x)$ everywhere by $u/u'=x+\alpha(x)$. Differentiating,
\begin{equation}
1+\alpha'=1-\frac{u\,u''}{u'^2}=1+g\frac{e^{-x}}{x}(x+\alpha)^2 ,
\end{equation}
so $\alpha'=g(e^{-x}/x)(x+\alpha)^2$ with $\alpha(0)=0$. To first order drop $\alpha$ on the right:
\begin{equation}
\alpha_1(x)=g\int_0^x te^{-t}dt=g\,[1-(1+x)e^{-x}]\;\to\; g .
\end{equation}
The next order comes from the cross term $2x\alpha_1$:
\begin{equation}
\alpha_2=2g^2\!\int_0^\infty\!\big[e^{-x}-(1+x)e^{-2x}\big]dx
=2g^2\Big(1-\frac12-\frac14\Big)=\frac{g^2}{2}.
\end{equation}
At small $k$ the outer wave is $\sin(kr+\delta_0)\propto x+\delta_0/\kappa$. Hence $\delta_0=\kappa\alpha$, the amplitude is $\delta_0/k=\lambda\alpha$, and
\begin{equation}
\sigma=4\pi\lambda^2\Big(g+\frac{g^2}{2}\Big)^2,\qquad
\frac{\sigma_{\rm att}}{\sigma_{\rm rep}}\approx\Big(\frac{1+|g|/2}{1-|g|/2}\Big)^2 .
\end{equation}
The second-order term is positive for either sign of $g$. It adds to a positive first-order term for attraction and cancels part of a negative one for repulsion. Physically, attraction draws the wave into the region where the potential acts, and repulsion pushes it out. For $g=0.569$, found below, the ratio is $(1.285/0.716)^2\approx3.2$.

\section{Fixing the screening length}

Place the impurity in a large sphere of radius $R$. The levels obey $kR+\delta_l-l\pi/2=n\pi$, so the impurity adds $\delta_l/\pi$ levels below wavenumber $k$ for each magnetic state. With two spins, $g_v$ equivalent valleys and $2l+1$ magnetic states,
\begin{equation}
\Delta N(E)=\frac{2g_v}{\pi}\sum_l(2l+1)\delta_l(E).
\end{equation}
Fill these levels with the Fermi function $f$ and integrate by parts. Without bound states $\delta_l(0)=0$, so the boundary terms vanish. Neutrality requires one gathered carrier:
\begin{equation}
\int_0^\infty dE\Big(-\frac{\partial f}{\partial E}\Big)\frac{2g_v}{\pi}\sum_l(2l+1)\delta_l=1. \label{friedel}
\end{equation}
This is the Friedel sum rule at finite temperature. It applies to the carriers that screen. Minority carriers are too few to do so; in both doping types the majority carriers screen a centre that attracts them. A minority carrier at such a centre sees the same $\lambda$; if its mass equals that of the majority carrier, only the sign of $g$ is reversed.

To first order $\sum_l(2l+1)\delta_l=g\kappa$, as shown in the next section. Put this into \eqref{friedel} with $g\kappa=2\lambda^2k/a_B$. Since $n=(g_v/\pi^2)\int k^2f\,dk$ and $dE=(\hbar^2k/m)dk$,
\begin{equation}
\frac{\partial n}{\partial\mu}=\frac{g_vm}{\pi^2\hbar^2}\int k\Big(-\frac{\partial f}{\partial E}\Big)dE ,
\end{equation}
where $\mu$ is the chemical potential. The rule becomes
\begin{equation}
\frac{4g_v\lambda^2}{\pi a_B}\,\frac{\pi^2\hbar^2}{g_vm}\frac{\partial n}{\partial\mu}
=\frac{e^2\lambda^2}{\varepsilon}\frac{\partial n}{\partial\mu}=1 ,
\end{equation}
which is linear screening, with length $\lambda_{\rm lin}$.

The hand calculation also gives the first correction. At low energy $\sum_l(2l+1)\delta_l\approx\kappa(g+g^2/2)$. If this is used at all energies, the gathered charge grows by a factor $1+g/2=1+\lambda/a_B$, and
\begin{equation}
\lambda^2\Big(1+\frac{\lambda}{a_B}\Big)\approx\lambda_{\rm lin}^2 .
\end{equation}
With $\lambda_{\rm lin}=0.604$ nm and $a_B=1.935$ nm this gives $\lambda\approx0.535$ nm. The full calculation gives 0.551 nm. The estimate is helped by two neglected effects that oppose each other: higher orders in $g$ increase the gathered charge, and the carriers' finite energy reduces it. An attractive centre gathers more charge than linear theory predicts, so the screening length must shrink.

\section{The general method}

\subsection{Phase shifts at any energy}

Let $\hat\jmath_l(z)=zj_l(z)$ and $\hat n_l(z)=zy_l(z)$, with $z=\kappa x$; for $l=0$ they are $\sin z$ and $-\cos z$. Write
\begin{equation}
u=AF,\quad u'=AH,\quad F=\cos\delta\,\hat\jmath_l-\sin\delta\,\hat n_l ,
\end{equation}
where $A$ and $\delta$ depend on $x$, and $H$ is the $x$-derivative of $F$ at fixed $\delta$. Consistency of the first two relations requires $A'F+A\delta'F_\delta=0$, the subscript being a derivative with respect to $\delta$. The free functions satisfy the equation without the potential, so the radial equation leaves
\begin{equation}
A'H+A\delta'H_\delta=-g\frac{e^{-x}}{x}AF .
\end{equation}
Eliminating $A'$ gives $\delta'(FH_\delta-F_\delta H)=-g(e^{-x}/x)F^2$. Multiplying out, the bracket is $-(\cos^2\delta+\sin^2\delta)$ times the Wronskian $\hat\jmath_l\,\partial_x\hat n_l-\hat n_l\,\partial_x\hat\jmath_l=\kappa$. Therefore
\begin{equation}
\frac{d\delta_l}{dx}=\frac{g}{\kappa}\frac{e^{-x}}{x}
\big[\cos\delta_l\,\hat\jmath_l(\kappa x)-\sin\delta_l\,\hat n_l(\kappa x)\big]^2,\quad \delta_l(0)=0. \label{phase}
\end{equation}
For $l=0$, $\kappa\to0$ the bracket is $\kappa(x+\alpha)$, and the hand equation returns.

At large $l$ the centrifugal barrier keeps $\delta_l$ small, and it may be dropped on the right of \eqref{phase}. The remaining integral follows from
\begin{equation}
\frac{\sin qx}{qx}=\sum_l(2l+1)j_l^2(\kappa x)P_l(c),\qquad q^2=2\kappa^2(1-c),
\end{equation}
with $c=\cos\theta$. Multiply by $xe^{-x}$ and integrate over $x$; the left side gives $1/(1+q^2)$. Projecting on $P_l$,
\begin{equation}
\delta_l^{B}=g\kappa\int_0^\infty xe^{-x}j_l^2\,dx
=\frac{g\kappa}{2}\int_{-1}^1\frac{P_l(c)\,dc}{1+2\kappa^2(1-c)}
=\frac{g}{2\kappa}Q_l\Big(1+\frac1{2\kappa^2}\Big),
\end{equation}
where $Q_l(w)=\frac12\int_{-1}^{1}P_l(c)\,dc/(w-c)$ is the Legendre function of the second kind. Setting $c=1$ before projecting gives $\sum_l(2l+1)\delta_l^B=g\kappa$, the sum used above.

\subsection{Loss of momentum}

Resistance depends on the forward momentum lost, so the cross-section is weighted by $1-c$. Insert $f(\theta)=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_lP_l(c)$ into $2\pi\int|f|^2(1-c)\,dc$. The term 1 couples equal $l$; the recurrence $(2l+1)cP_l=(l+1)P_{l+1}+lP_{l-1}$ couples neighbours:
\begin{equation}
\sigma_{tr}=\frac{4\pi}{k^2}\sum_l\big[(2l+1)\sin^2\delta_l
-2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\big].
\end{equation}
Split $2l+1=(l+1)+l$ and shift the index in the second part, so that each pair carries $(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})$. The identity $\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)=\sin^2(a-b)$ then gives
\begin{equation}
\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}). \label{transport}
\end{equation}

Two terms suffice by hand. At $k=0.822$ nm$^{-1}$ in the example, the attractive phase shifts for $l=0,1,2$ are 0.2358, 0.0195 and 0.0022. Thus
\begin{equation}
\sigma_{tr}\approx\frac{4\pi}{0.822^2}\big[\sin^2(0.2163)+2\sin^2(0.0173)\big]
=18.6\times0.0467=0.87\ \mathrm{nm^2}.
\end{equation}
The repulsive values $-0.1571$, $-0.0180$, $-0.0022$ give $18.6\times0.0197=0.37$ nm$^2$. Nearly all the difference comes from the first term, which is set mainly by $l=0$, the wave that reaches the centre.

\subsection{Why attraction wins at every angle for weak coupling}

Let $\mathbf k$ and $\mathbf k'$ be the incoming and outgoing wavevectors in units of $1/\lambda$, both of length $\kappa$, and let $\mathbf q=\mathbf k'-\mathbf k$. The scaled potential has Fourier transform $-4\pi g/(q^2+1)$. The first Born amplitude is $f_1/\lambda=g/(1+q^2)$. The second is
\begin{equation}
\frac{f_2}{\lambda}=\frac{g^2}{2\pi^2}\int\frac{d^3p}
{(p^2-\kappa^2-i0)(|\mathbf p-\mathbf k|^2+1)(|\mathbf p-\mathbf k'|^2+1)} .
\end{equation}
Combine the last two factors with $1/(ab)=\int_0^1dt\,[ta+(1-t)b]^{-2}$. Their mixture is $|\mathbf p-\mathbf P|^2+M^2$, where
\begin{equation}
\mathbf P=t\mathbf k+(1-t)\mathbf k',\quad M^2=1+t(1-t)q^2,\quad M^2+P^2=1+\kappa^2 .
\end{equation}
In position space the two remaining factors are $e^{i\kappa r}/(4\pi r)$ and $e^{i\mathbf P\cdot\mathbf r-Mr}/(8\pi M)$. The momentum integral is $(2\pi)^3$ times their overlap:
\begin{equation}
\frac{\pi^2}{M}\int_0^\infty e^{-(M-i\kappa)r}\frac{\sin Pr}{P}dr
=\frac{\pi^2}{M[(M-i\kappa)^2+P^2]}=\frac{\pi^2}{M(1-2i\kappa M)} .
\end{equation}
Its real part is positive for every $t$, so
\begin{equation}
\frac{\mathrm{Re}f_2}{\lambda}=\frac{g^2}{2}\int_0^1\frac{dt}{M(1+4\kappa^2M^2)}>0 . \label{second}
\end{equation}
With $s=\sin(\theta/2)$, $q=2\kappa s$ and the substitution $y=(t-\frac12)/M$, the integral becomes $\int_{-1/2}^{1/2}dy/(D^2+q^2y^2)$, where $D^2=1+4\kappa^2+4\kappa^4s^2$. Hence
\begin{equation}
\frac{\mathrm{Re}f_2}{\lambda}=g^2\,\frac{\arctan(\kappa s/D)}{2\kappa sD}.
\end{equation}
The interference $2f_1\mathrm{Re}f_2$ is odd in $g$, and the $g^4$ terms cancel when the signs are subtracted:
\begin{equation}
\sigma_{tr}(g)-\sigma_{tr}(-g)=8\pi\lambda^2g^3\!\int_{-1}^1\!(1-c)
\frac{1}{1+4\kappa^2s^2}\,\frac{\arctan(\kappa s/D)}{2\kappa sD}\,dc+O(g^5).
\end{equation}
This is positive for $g>0$. At $g=0.05$ and tabulated energies with $0.1<\kappa<2$, it agreed with the phase-shift difference to a largest relative error of 0.14\%.

In the forward direction $M=1$, and \eqref{second} gives $(g^2/2)/(1+4\kappa^2)$. The hand result is its zero-energy limit; the asymmetry weakens for fast carriers.

\subsection{Where the ordering fails}

The trial function $u=xe^{-x/2}$ has kinetic term $1/4$ and potential term $-g/8$, so a bound state certainly exists for $g>2$. Strong attraction can then turn the wave through nearly half a cycle, $\delta_0\approx\pi$, and $\sin^2\delta_0$ becomes small. In a scan at $\kappa=0.2$ in steps of 0.1, the order first reversed at $g=3.7$. At $g=4.7$ the attractive cross-section was only 2.2\% of the repulsive one.

\subsection{From cross-section to mobility}

For $N$ independent centres per volume and speed $v=\hbar k/m$, $1/\tau=Nv\sigma_{tr}$. A weak field shifts the distribution in proportion to $v_x\tau(-\partial f/\partial E)$, and the current carries another $v_x$. Since $v_x^2$ averages to $2E/3m$ and the density of states is proportional to $\sqrt E$,
\begin{equation}
\mu_{\rm mob}=\frac{e\langle\tau\rangle}{m_c},\qquad
\langle\tau\rangle=\frac{\int\tau E^{3/2}(-\partial f/\partial E)dE}{\int E^{3/2}(-\partial f/\partial E)dE}.
\end{equation}
The denominator is $\frac32\int\sqrt E f\,dE$, proportional to the carrier density. The conductivity mass $m_c$ stands for the average over valleys.

The algorithm is:
\begin{enumerate}
\item Find $\mu$ from the majority density, and then $\lambda_{\rm lin}$.
\item For a trial $\lambda$, solve \eqref{phase} with $g>0$ and evaluate \eqref{friedel}.
\item Adjust $\lambda$ until one carrier is gathered.
\item Reverse $g$ at this $\lambda$ for minority carriers.
\item Average $\tau$ with Fermi statistics for majority and Boltzmann statistics for minority carriers.
\end{enumerate}

\section{Silicon-like electrons}

Take relative permittivity 11.7, six valleys, density-of-states mass 0.32 and conductivity mass 0.26 electron masses, all rough silicon values, at 300 K with full ionization. To isolate the sign, holes in the p-type case are given the same screening properties as electrons in the n-type case.

\begin{center}
\begin{tabular}{cccccc}
$N$ (cm$^{-3}$) & $\lambda$ (nm) & $g$ & majority & minority & ratio\\
$10^{19}$ & 1.16 & 1.20 & 475 & 1258 & 2.65\\
$3\times10^{19}$ & 0.77 & 0.79 & 368 & 964 & 2.62\\
$10^{20}$ & 0.55 & 0.57 & 290 & 670 & 2.30
\end{tabular}
\end{center}

Mobilities are in cm$^2$/Vs. In all three cases attraction gave the larger $\sigma_{tr}$ at every tabulated energy, from $\kappa=0.01$ to 4.

At $10^{20}\,\mathrm{cm^{-3}}$, using $\lambda_{\rm lin}$ would gather 1.21 electrons instead of one. With the Friedel length, a direct count of levels in a sphere of radius $40\lambda$, for $l\le6$, gave 0.9999.

The mobility ratio mixes sign and statistics. With Fermi statistics for both signs the mobilities are 290 and 650; with Boltzmann statistics they are 265 and 670. Changing the statistics moves either value by at most about 10\%, so the sign causes most of the separation. The Born approximation, at the same $\lambda$, gives about 446 and 442 for the two statistics, whatever the sign.

A second case is a compensating acceptor in n-type material, which repels the majority electrons. It needs a Friedel sum of $-1$ and has its own longer length, 0.649 nm. At the Fermi wavenumber $k_F=0.790$ nm$^{-1}$ its $\sigma_{tr}$ is 0.57 nm$^2$, against 0.92 for a donor and 0.38 for a repulsive centre at the donor's $\lambda$. Weaker screening cancels part of the sign effect, but the order survives here.

\section{The model beside real silicon}

Measured majority mobility in n-type silicon near $10^{20}\,\mathrm{cm^{-3}}$ is below 100 cm$^2$/Vs, far under the model's 290. Adding a rough lattice-limited mobility of 1400 through reciprocal mobilities lowers the model values to 241 and 453, still too high for the majority case. For the comparison between majority and minority electrons, a serious omission is the scattering of minority electrons by holes. Treat holes as static attractive centres, reduced by the long-wavelength Pauli factor 0.44 (rough hole mass 1.0): the minority impurity-limited mobility falls from 670 to 316, barely above 290. A weight of 0.51 would erase the gain, and unblocked holes would give 189. Pauli blocking is weaker at the larger momentum transfers that cost most momentum, so 316 is too high even within this static picture. With the blocking factor of an ideal hole gas at each transfer, the value is about 258, below the majority mobility, and the gain is gone. Moving holes need a proper two-body treatment, so these figures set a scale only.

Other omissions also matter at this doping. The exponential form of $V$ assumes that carriers screen equally well at every momentum transfer. Their response weakens as the transfer approaches $2k_F=1.58$ nm$^{-1}$, the value for backscattering at $k_F$. In the Born approximation, the model therefore overestimates the mobility for both signs, and not by a little. For an ideal carrier gas at 300 K the response at $2k_F$ is about half its long-wavelength value; keeping the long-wavelength length at 0.551 nm, this lowers the Born mobilities from 446 and 442 to about 270 (Fermi) and 310 (Boltzmann). Linear screening by holes of mass 1.0 gives $\lambda=0.617$ nm and a minority mobility of 495. Most of this drop from 670 comes from using a linear length instead of a Friedel one: the electrons' own $\lambda_{\rm lin}=0.604$ nm would already give about 520. At 0.617 nm a hole has $g\approx2$, too strong for linear screening to be trusted, so the effect of the hole mass on screening is left open. The net order in a real device is therefore not settled by this model.

Replacing the isotropic mass by silicon's rough transverse and longitudinal values, 0.19 and 0.92, at fixed $\lambda$ and with Boltzmann statistics, changes the repulsive-to-attractive mobility ratio to 1.8 and 4.8. At 77 K, still with full ionization, the majority and minority values become 312 and 1118. Back at 300 K, the model's majority mean free path at $k_F$ is 10.9 nm, so $k_F$ times it is 8.6 and disorder is moderately weak within the model. With the same masses and a single relaxation time, a mobility of 100 cm$^2$/Vs would give a product of only about 3.3, so disorder in the real material is stronger. The centres are also only 2.15 nm apart, less than the wavelength $2\pi/k_F\approx8$ nm. Interference between centres is neglected and is not sized by these numbers. The numerical output gives the remaining intermediate values.

\section*{Computed results}
\begin{verbatim}
inputs: permittivity 11.7, valleys 6, T 300 K
masses: DOS 0.32, conductivity 0.26, hole 1.0 m_e
effective Bohr radius 1.935 nm
max phase-shift error vs radial equation 3.8e-09 rad
max relative error: Born 2.0e-03, odd term 1.4e-03
N[cm^-3] mu[eV] lam_lin[nm] lam_F[nm] g  mob_maj mob_min[cm2/Vs] ratio
1e+19 -0.0226 1.373 1.162 1.201 475.3 1258.1 2.65
3e+19 0.0124 0.876 0.768 0.794 368.1 964.3 2.62
1e+20 0.0656 0.604 0.551 0.569 290.5 669.5 2.30
details below: N = 1e20 cm^-3
electrons gathered, box levels 0.9999
electrons gathered if lam = lam_lin 1.206
weak-charge Friedel length 0.6036 nm, linear 0.6041 nm
k_F 0.790 nm^-1; phase shifts at k = 0.822 nm^-1:
  attractive l=0,1,2: 0.2358, 0.0195, 0.0022 rad
  repulsive l=0,1,2: -0.1571, -0.0180, -0.0022 rad
  Born l=0,1,2: 0.1883, 0.0187, 0.0022 rad
sigma_tr(k_F): attractive 0.9217, repulsive 0.3830, Born 0.5726 nm^2
mobility, Fermi: attractive 290.5, repulsive 650.1 cm2/Vs
mobility, Boltzmann: attractive 265.0, repulsive 669.5 cm2/Vs
mobility, Born: Fermi 446.0, Boltzmann 441.6 cm2/Vs
compensating repulsive centre: own Friedel length 0.649 nm
  sigma_tr(k_F) 0.5729 nm^2, mobility at same N 446.5 cm2/Vs
neglected effects
with rough lattice mobility 1400: majority 240.6, minority 452.9 cm2/Vs
static holes: Pauli factor 0.439, minority mobility 316.0 cm2/Vs
  unblocked holes 189.2 cm2/Vs; break-even weight 0.513
linear hole screening: lam 0.617 nm, minority 494.9 cm2/Vs
isotropic mass 0.19: g 0.338, repulsive/attractive mobility 1.82
isotropic mass 0.92: g 1.637, repulsive/attractive mobility 4.80
mean free path at k_F 10.85 nm, k_F*path 8.57, centre spacing 2.15 nm
at 77 K: lam 0.518 nm, majority 312.2, minority 1117.5 cm2/Vs
strong coupling, kappa 0.2: order first reverses at g = 3.7
  smallest attractive/repulsive sigma_tr 0.0220 at g = 4.7
\end{verbatim}
